# Spin degeneracy in strained silicon and its lifting by a gate field

**Q:** I can strain silicon enough to pull its valence bands apart by tens of meV. Why does this never separate the two spin states of a band?

**A:** Because the strained crystal still has an inversion centre. Place the atoms of one sublattice at the lattice vectors $\mathbf R$ and those of the other at $\mathbf R+\boldsymbol\tau$. A homogeneous strain $\varepsilon$ changes these to

$$\mathbf R'=(1+\varepsilon)\mathbf R,\qquad \boldsymbol\tau'=(1+\varepsilon)\boldsymbol\tau+\mathbf u .$$

The vector $\mathbf u$ is needed because the two sublattices may also shift against each other. Now invert about the bond midpoint $\boldsymbol\tau'/2$, which sends $\mathbf r$ to $\boldsymbol\tau'-\mathbf r$:

$$\mathbf R'\to\boldsymbol\tau'+(-\mathbf R'),\qquad \mathbf R'+\boldsymbol\tau'\to-\mathbf R' .$$

Since $-\mathbf R'$ is also a lattice vector, each atom lands on a site of the other sublattice. Both sublattices are silicon, so the crystal is unchanged, whatever $\varepsilon$ and $\mathbf u$ are.

I assume a perfect crystal without magnetic field or magnetic order, whose electrons do not break inversion spontaneously.

**Q:** That is a statement about atoms. How does it become one about spin?

**A:** Take an electron in the crystal potential $V$. In Hartree atomic units, with $\mathbf p$ the momentum operator, $\boldsymbol\sigma$ the Pauli matrices and $c$ the speed of light, the Hamiltonian for the periodic part of a Bloch state is

$$H(\mathbf k)=\frac{(\mathbf p+\mathbf k)^2}{2}+V+\frac{1}{4c^2}\,[\nabla V\times(\mathbf p+\mathbf k)]\cdot\boldsymbol\sigma .$$

The last term is spin-orbit coupling. With the origin at the inversion centre, inversion $P$ reverses $\mathbf p$ and $\nabla V$ but leaves $\boldsymbol\sigma$ alone. The number $\mathbf k$ is not changed by any operator. Thus $(\mathbf p+\mathbf k)^2$ becomes $(\mathbf p-\mathbf k)^2$, and

$$(-\nabla V)\times(-\mathbf p+\mathbf k)=\nabla V\times(\mathbf p-\mathbf k).$$

Hence $PH(\mathbf k)P^{-1}=H(-\mathbf k)$.

Time reversal is $T=i\sigma_yK$, where $K$ is complex conjugation. It reverses $\mathbf p$ and $\boldsymbol\sigma$ and leaves $V$ alone. The spin-orbit term contains

$$[\nabla V\times(-\mathbf p+\mathbf k)]\cdot(-\boldsymbol\sigma)=[\nabla V\times(\mathbf p-\mathbf k)]\cdot\boldsymbol\sigma ,$$

so $TH(\mathbf k)T^{-1}=H(-\mathbf k)$ too. The product $\Theta=PT$ reverses $\mathbf k$ twice and therefore commutes with $H(\mathbf k)$. If $\psi$ is an eigenstate at $\mathbf k$, then $\Theta\psi$ has the same energy at the same $\mathbf k$.

**Q:** Could $\Theta\psi$ be the same state again?

**A:** No. The matrix $i\sigma_y$ is real, so $T^2=(i\sigma_y)^2=-1$. Since $P^2=1$ and $P$ commutes with $T$, also $\Theta^2=-1$. An antiunitary operator obeys $\langle\Theta\phi|\Theta\chi\rangle=\langle\chi|\phi\rangle$. Put $\phi=\psi$ and $\chi=\Theta\psi$:

$$\langle\Theta\psi|\Theta^2\psi\rangle=\langle\Theta\psi|\psi\rangle .$$

The left side is $-\langle\Theta\psi|\psi\rangle$. A number equal to its own negative is zero, so the two states are orthogonal. Every band is at least twofold degenerate at every $\mathbf k$.

This is the meaning of "spin degenerate" here. Spin-orbit coupling mixes spin and orbital motion, so the partners need not be pure up and down states. Their spin expectation values are opposite, because $\Theta$ reverses $\boldsymbol\sigma$.

**Q:** What, then, are the bands that strain pulls apart?

**A:** They are different doublets. At $\mathbf k=0$ the unstrained valence edge is fourfold degenerate because of cubic symmetry. Strain that does more than change the volume lowers that symmetry and leaves two doublets.

To put numbers on this I use a nearest-neighbour tight-binding model with one $s$, three $p$ and one excited $s^*$ orbital per atom, each with two spins. Its parameters are rounded from an established silicon set. Hopping varies as the inverse square of the bond length, and the atomic spin-orbit term is $\lambda\,\mathbf L\cdot\mathbf S$ in the $p$ shell, with $\lambda=30$ meV. Since $\mathbf L\cdot\mathbf S$ is $1/2$ for $j=3/2$ and $-1$ for $j=1/2$, the bulk split-off energy is $3\lambda/2=45$ meV.

Take 1% stretching along $x$ and $y$ with 0.8% compression along $z$. Diagonalization then gives doublets 150 meV apart at $\mathbf k=0$. The model exaggerates here: measured deformation potentials of silicon give about 100 to 110 meV for the same strain. In contrast, for 60 random combinations of strain (components of up to a few percent), sublattice shift and wavevector, the largest splitting within a doublet was $2\times10^{-14}$ eV, which is numerical rounding. When I made the sublattices unequal by moving their orbital energies by $\pm0.5$ eV, the same 60 cases gave splittings of up to 10 meV. What protects the doublets is the equality of the two atoms, not weak spin-orbit coupling.

**Q:** Does the word "homogeneous" matter?

**A:** Yes. Strain is a derivative of displacement with respect to position. Inversion reverses both, so a uniform strain is even. A strain gradient contains one more derivative and is odd, so it can do what a field does.

**Q:** Now I apply a gate. What changes?

**A:** Consider a film with normal $z$ and its midplane at $z=0$. The film confines the electrons, and its subbands have an in-plane wavevector $\mathbf k$. The gate adds a potential energy $V_g(z)$. If $V_g(-z)\neq V_g(z)$, inversion is lost. Two equal gates giving an even $V_g$ would keep it, provided the film itself has an inversion centre.

An electrostatic potential does not break time reversal. The energies at $\mathbf k$ and $-\mathbf k$ therefore still agree, but $T$ alone no longer links two states at the same general $\mathbf k$. The exceptions are wavevectors for which $-\mathbf k$ differs from $\mathbf k$ by a reciprocal lattice vector, such as $\mathbf k=0$. There $T$ returns to the same $\mathbf k$, and $T^2=-1$ enforces a pair as before.

**Q:** So is broken inversion enough to split spins?

**A:** No, spin-orbit coupling is needed as well. Without it the Hamiltonian does not contain spin, and up and down electrons have identical orbital equations even in the field.

For one doublet well separated from the others, the structure can be written down. Use its two states at $\mathbf k=0$ as a basis and include the other subbands by perturbation theory. The most general Hermitian $2\times2$ matrix is

$$H_{\rm eff}(\mathbf k)=h_0(\mathbf k)+\mathbf b(\mathbf k)\cdot\boldsymbol\sigma ,$$

where $\boldsymbol\sigma$ now acts on the doublet. Since $(\mathbf b\cdot\boldsymbol\sigma)^2=|\mathbf b|^2$, the energies are $h_0\pm|\mathbf b|$ and the splitting is $S=2|\mathbf b|$. Time reversal changes the sign of $\boldsymbol\sigma$ and requires

$$h_0(-\mathbf k)=h_0(\mathbf k),\qquad \mathbf b(-\mathbf k)=-\mathbf b(\mathbf k).$$

Thus $\mathbf b$ acts like a magnetic field that reverses with the direction of motion.

**Q:** How does it depend on the gate field $F$?

**A:** Let the film have an inversion centre at $F=0$. Take the basis states at $\mathbf k=0$ and $F=0$, and include the field by perturbation theory too. Both basis states then have the same parity, because $T$ commutes with $P$, and $P$ is just $+1$ or $-1$ in the doublet. It maps $(\mathbf k,F)$ to $(-\mathbf k,-F)$, so

$$\mathbf b(\mathbf k,F)=\mathbf b(-\mathbf k,-F)=-\mathbf b(\mathbf k,-F).$$

The last step uses the oddness in $\mathbf k$. Hence $\mathbf b$ is odd in $F$ as well and vanishes at $F=0$. To leading order in both,

$$b_i=F\sum_j\beta_{ij}k_j .$$

**Q:** Is the splitting the same in every in-plane direction?

**A:** Not on a (001) film. Let axis 1 be $[110]$ and axis 2 be $[1\bar10]$. The biased film has two mirrors, one reversing axis 1 and the other axis 2. On spin-half states each mirror operation squares to $-1$ and the two anticommute, so the basis can be chosen to make them $-i\sigma_1$ and $-i\sigma_2$. Then $\mathbf b$ transforms like a spin: a mirror keeps the component along the axis it reverses and flips the other two.

- The mirror reversing $k_1$ keeps $b_1$ and flips $b_2,b_3$. To first order, $b_1\propto k_2$, while $b_2,b_3\propto k_1$.
- The mirror reversing $k_2$ keeps $b_2$ and flips $b_1,b_3$. To first order, $b_2\propto k_1$, while $b_1,b_3\propto k_2$.

The two demands on $b_3$ conflict, so it has no linear term. What remains is $b_1=F\beta_{12}k_2$ and $b_2=F\beta_{21}k_1$. With $k_1=k\cos\varphi$ and $k_2=k\sin\varphi$,

$$S^2=4(b_1^2+b_2^2)=S_{[110]}^2\cos^2\varphi+S_{[1\bar10]}^2\sin^2\varphi ,$$

where $S_{[110]}=2|F\beta_{21}|k$ and $S_{[1\bar10]}=2|F\beta_{12}|k$. Isotropic Rashba coupling is the special case $\beta_{12}=-\beta_{21}$.

**Q:** Can you give me a size for a transistor channel?

**A:** Take the holes of a p-channel ultrathin body of 24 atomic layers. With lattice constant $a=0.543$ nm the thickness is $24a/4=3.26$ nm. I use the same tight-binding model and move the dangling surface orbitals far up in energy. The field in the silicon is $F=0.5$ MV/cm, and it enters only as a spin-independent potential. The spin dependence comes from the atomic spin-orbit term.

A relevant wavevector follows from the charge that would terminate this field. With relative permittivity 11.7, Gauss's law gives

$$p=\frac{11.7\,\epsilon_0F}{e}=3.23\times10^{12}\ \mathrm{cm^{-2}}=0.0323\ \mathrm{nm^{-2}} .$$

One isotropic doublet filled at zero temperature holds $p=2\pi k_F^2/(2\pi)^2=k_F^2/2\pi$, so $k_F=\sqrt{2\pi p}=0.451$ nm$^{-1}$. Diagonalization at this $k$ along $[110]$ gives a top-subband splitting of **1.48 meV**, or $2.38\times10^{-22}$ J. Here $[110]$ is the in-plane direction of the bonds that join each surface layer to the layer beneath it. Along $[1\bar10]$ the splitting is only 0.45 meV, and a film that starts one layer higher has the two values exchanged. Read these as a scale between a few tenths of a meV and several meV, not as a prediction to three digits. The surface orbitals were moved up by 30 eV; shifts from 10 to 1000 eV change the 1.48 meV to between 1.62 and 1.40 meV. A larger basis with $d$ orbitals, which reproduces the measured hole masses better, gives 1.6 to 5.2 meV along $[110]$, depending on the parameter set and on how far the surface orbitals are moved. The numbers below belong to the smaller model unless I say otherwise.

At the same $k$ and $F$, removing spin-orbit coupling brings the splitting down to rounding level, $10^{-13}$ eV. So does keeping the coupling and moving to $\mathbf k=0$. In the split case the upper state has $\langle\boldsymbol\sigma\rangle$ of magnitude 0.68 along $[1\bar10]$, normal to $\mathbf k$. It reverses when either $\mathbf k$ or $F$ is reversed.

**Q:** Are we still in the linear regime there?

**A:** Only roughly in field, and not in wavevector. At fixed $k_F$, fields of 0.25, 0.5 and 1.0 MV/cm give 0.77, 1.48 and 2.55 meV. The second doubling multiplies the splitting by only 1.72.

For $k\to0$ at 0.5 MV/cm, the slopes $S/k$ are 2.82 meV nm along $[110]$ and 0.578 meV nm along $[1\bar10]$. At $30^\circ$ from $[110]$ the angular law predicts

$$\sqrt{(2.82\cos30^\circ)^2+(0.578\sin30^\circ)^2}=2.46\ \mathrm{meV\,nm},$$

and direct diagonalization also gives 2.46 meV nm. The angular law follows from symmetry, but the slopes depend on the model: the one along $[110]$ runs from 3.6 to 2.3 meV nm as the surface orbitals are moved up by 10 to 1000 eV, and with $d$ orbitals included it is 12 to 14 meV nm.

At larger $k$ along $[110]$ the splitting is not even monotonic: it is 0.24 meV at 0.1 nm$^{-1}$, 0.20 meV at 0.2 nm$^{-1}$ and 1.48 meV at $k_F$. Symmetry permits a reason. On this line the mirror reversing axis 2 leaves $\mathbf k$ unchanged and forces $b_1=b_3=0$. The remaining $b_2$ is a single odd function of $k$, which can change sign if its cubic term opposes the linear one. Following the two states by their mirror eigenvalues shows that this happens in the model: their order reverses at $k=0.244$ nm$^{-1}$, where the splitting vanishes. A field permits splitting without guaranteeing it at every $\mathbf k$.

**Q:** What if I strain the film, or its thickness changes by one layer?

**A:** Homogeneous strain alone still does nothing to the 24-layer film: with 1% compression along $[110]$ and a small sublattice shift, the splitting without field stays at $10^{-13}$ eV. Strain does alter the subbands on which the field acts. With the field on and $k=k_F$ held fixed, the same compression, without the sublattice shift and with the film's other dimensions held fixed, reduces the splitting from 1.48 to 0.61 meV. This value is sensitive to the shift: moving the sublattices by 0.0007 or 0.0014 nm along $z$, in the direction that lengthens the compressed bonds again, gives about 0.4 or 2.6 meV. In this model strain can therefore lower or raise the splitting.

One extra layer is more drastic. Inversion reverses the bond directions, so it must exchange the sublattices, which alternate from layer to layer. In an $N$-layer film it takes layer $n$ to $N+1-n$. These belong to different sublattices only for even $N$. An odd film has no inversion centre, and 25 layers give 0.58 meV at the same $k$ without any field.

A strain gradient acts similarly. In the 24-layer film, let the extra normal strain run from about $-1\%$ at one face to $+1\%$ at the other. This steep gradient gives 1.47 meV without a gate field.

**Q:** Would I see 1.5 meV in a real device?

**A:** Not as two resolved levels at room temperature. The thermal energy at 300 K is 26 meV, above the 21 meV Fermi energy of the one-doublet estimate, and the next subband lies only 28 meV below the top one. With $d$ orbitals these two energies rise to 32–42 meV and 41–59 meV, above the thermal energy but of the same order. Thus $k_F$ is a reference wavevector, not a sharp edge of occupation. For a rough mobility $\mu=100$ cm$^2$/Vs and the computed mass $m=0.37\,m_e$, the scattering time $\tau=m\mu/e$ gives a broadening $\hbar/\tau=31$ meV, about twenty times the splitting.

The field and hole density are reasonable for a transistor that is switched on, while the body is thinner than the roughly 6 nm of some thin-body devices. The assumption that fails most clearly is the uniform field, because the holes screen it. If it falls linearly to zero at the back face, the splitting drops to 0.81 meV. Real interfaces also have atomic steps, which mix even and odd thicknesses and exchange the roles of $[110]$ and $[1\bar10]$; the 0.58 meV and 0.45 meV above show that this matters.

The model also omits the on-site $s$–$p_z$ dipole. Including one of 0.05 nm, a rough size, changes the result only to 1.51 meV. I have not tested the bonding at a real oxide interface. The oxide field, larger by the permittivity ratio $11.7/3.9$, is 1.5 MV/cm, well below a rough breakdown field of 10 MV/cm. The potential drop across the film is 0.16 V, far less than its gap of about 1.25 eV, so valence and conduction states do not overlap in energy inside it.

**Q:** And for electrons in an n-channel device?

**A:** The symmetry argument is the same. At the same field and $k$, the model gives 0.017 meV for the lowest conduction subband near $\mathbf k=0$, much less than for the holes. This is no prediction for a device, because the model's bulk transverse electron mass is $1.6\,m_e$, against a real value of roughly $0.2\,m_e$. With so heavy a mass, the film's lowest conduction states even lie in the wrong valleys, far from $\mathbf k=0$. With $d$ orbitals the electron splitting at the same field and $k$ is 0.09 to 0.16 meV, still smaller than for the holes.
